# Relative line strengths in a ²P–²D multiplet: verification in Python

```python
"""Line strengths of a 2P - 2D electric dipole multiplet in LS coupling.

Result under test: S(5/2,3/2) : S(3/2,1/2) : S(3/2,3/2) = 9 : 5 : 1,
where S(JD,JP) is the sum of |<JD MD| d_k |JP MP>|^2 over MD, MP and k = x,y,z.
JD, JP: total angular momenta of the D and P levels.
c_D, c_P: strength per single D state and per single P state.
Example: hydrogen 3d -> 2p, fixed nucleus, first-order spin-orbit splitting.
R: radial integral of r between 3d and 2p; A: spontaneous decay rate.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal


def angular_momentum(j):
    """Matrices Jx, Jy, Jz in units of hbar, ordered m = j, ..., -j."""
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]


def projector(operator, value):
    """Projector on the eigenspace of a Hermitian operator."""
    w, v = np.linalg.eigh(operator)
    chosen = v[:, np.abs(w - value) < 1e-6]
    return chosen @ chosen.conj().T


def strength(p_left, dipole, p_right):
    return sum(np.trace(p_left @ d @ p_right @ d.conj().T).real for d in dipole)


LINES = [(2.5, 1.5), (1.5, 0.5), (1.5, 1.5)]
NAMES = ["5/2-3/2", "3/2-1/2", "3/2-3/2"]
spin = angular_momentum(0.5)

# Prediction from the sum rules, using only c_D = 2/5 and 10 c_D = 6 c_P
c_D = 2 / 5
c_P = 10 * c_D / 6
s_first = 6 * c_D
s_second = 2 * c_P
s_third = 4 * c_D - s_second
predicted = np.array([s_first, s_second, s_third])

# One electron: angular integrals by quadrature over the sphere
u, wu = np.polynomial.legendre.leggauss(10)
phi = np.arange(16) * 2 * np.pi / 16
cos_t, ph = np.meshgrid(u, phi, indexing="ij")
weight = np.outer(wu, np.full(16, 2 * np.pi / 16))
sin_t = np.sqrt(1 - cos_t**2)
direction = [sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t]
e1 = np.exp(1j * ph)
y11 = -np.sqrt(3 / (8 * np.pi)) * sin_t * e1
y10 = np.sqrt(3 / (4 * np.pi)) * cos_t
y22 = np.sqrt(15 / (32 * np.pi)) * sin_t**2 * e1**2
y21 = -np.sqrt(15 / (8 * np.pi)) * sin_t * cos_t * e1
y20 = np.sqrt(5 / (16 * np.pi)) * (3 * cos_t**2 - 1)
p_waves = [y11, y10, -y11.conj()]
d_waves = [y22, y21, y20, -y21.conj(), y22.conj()]
for waves in (p_waves, d_waves):
    overlap = [[np.sum(weight * a.conj() * b) for b in waves] for a in waves]
    assert np.allclose(overlap, np.eye(len(waves)), atol=1e-12)
orbital_dipole = [np.array([[np.sum(weight * a.conj() * n * b)
                             for b in p_waves] for a in d_waves])
                  for n in direction]
dipole = [np.kron(d, np.eye(2)) for d in orbital_dipole]


def level_projectors(l):
    """Levels j = l +- 1/2 found by diagonalizing L.S in the product basis."""
    l_dot_s = sum(np.kron(a, b) for a, b in zip(angular_momentum(l), spin))
    return {l + 0.5: projector(l_dot_s, l / 2),
            l - 0.5: projector(l_dot_s, -(l + 1) / 2)}


D_levels, P_levels = level_projectors(2), level_projectors(1)
direct = np.array([strength(D_levels[a], dipole, P_levels[b]) for a, b in LINES])
forbidden = strength(D_levels[2.5], dipole, P_levels[0.5])
per_D = sum(d @ d.conj().T for d in dipole)
per_P = sum(d.conj().T @ d for d in dipole)
assert np.allclose(per_D, c_D * np.eye(10), atol=1e-12)
assert np.allclose(per_P, c_P * np.eye(6), atol=1e-12)
assert abs(forbidden) < 1e-12
assert np.allclose(direct, predicted, atol=1e-12)
assert np.allclose(direct / direct[2], [9, 5, 1], atol=1e-10)
# The state |2,2> reaches only |1,1>, with squared matrix element 2/5
from_top = sum(np.abs(d[0])**2 for d in orbital_dipole)
assert np.allclose(from_top, [2 / 5, 0, 0], atol=1e-12)

# Three electrons: 2s 2p^2 (2D) and 2p^3 (2P), in the full determinant space
# Orbitals s, px, py, pz, each with two spins; fermion signs by string of Z
lower, sign = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
annihilate = []
for p in range(8):
    op = np.eye(1)
    for q in range(8):
        op = np.kron(op, sign if q < p else lower if q == p else np.eye(2))
    annihilate.append(op)
number = sum(np.diag(a.T @ a) for a in annihilate)
sector = np.flatnonzero(np.abs(number - 3) < 1e-9)


def many_body(h):
    full = sum(h[p, q] * (annihilate[p].T @ annihilate[q])
               for p, q in np.argwhere(np.abs(h) > 0))
    return full[np.ix_(sector, sector)]


L3, S3, dipole3 = [], [], []
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    l_k, d_k = np.zeros((4, 4), complex), np.zeros((4, 4))
    l_k[i + 1, j + 1], l_k[j + 1, i + 1] = -1j, 1j
    d_k[0, k + 1] = d_k[k + 1, 0] = 1
    L3.append(many_body(np.kron(l_k, np.eye(2))))
    S3.append(many_body(np.kron(np.eye(4), spin[k])))
    dipole3.append(many_body(np.kron(d_k, np.eye(2))))
Lsq = sum(a @ a for a in L3)
Ssq = sum(a @ a for a in S3)
Jsq = sum((a + b) @ (a + b) for a, b in zip(L3, S3))
s_count = many_body(np.kron(np.diag([1., 0, 0, 0]), np.eye(2)))
doublet = projector(Ssq, 0.75)
term_D = projector(s_count, 1) @ projector(Lsq, 6) @ doublet
term_P = projector(s_count, 0) @ projector(Lsq, 2) @ doublet
assert abs(np.trace(term_D) - 10) < 1e-9 and abs(np.trace(term_P) - 6) < 1e-9
J_proj = {j: projector(Jsq, j * (j + 1)) for j in (0.5, 1.5, 2.5)}
three = np.array([strength(term_D @ J_proj[a], dipole3, term_P @ J_proj[b])
                  for a, b in LINES])
assert three[2] > 1e-3
assert np.allclose(three / three[2], [9, 5, 1], atol=1e-8)
assert abs(strength(term_D @ J_proj[2.5], dipole3, term_P @ J_proj[0.5])) < 1e-10

# Hydrogen radial quantities in atomic units, closed forms
R = 720 * (6 / 5)**7 / (243 * np.sqrt(5))
inv_r3_2p, inv_r3_3d = 1 / 24, 1 / 405
# Independent finite-difference solution of the radial equation
step = 0.02
r = step * np.arange(1, 3501)


def lowest_radial(l):
    diagonal = 1 / step**2 + l * (l + 1) / (2 * r**2) - 1 / r
    off = np.full(len(r) - 1, -0.5 / step**2)
    w, v = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0))
    return w[0], v[:, 0] / np.sqrt(step)


E2p, u2p = lowest_radial(1)
E3d, u3d = lowest_radial(2)
# Grid error is of order step^2, so a relative tolerance of 2e-3 is ample
assert np.isclose(E2p, -1 / 8, rtol=2e-3) and np.isclose(E3d, -1 / 18, rtol=2e-3)
assert np.isclose(abs(step * np.sum(u2p * r * u3d)), R, rtol=2e-3)
assert np.isclose(step * np.sum(u2p**2 / r**3), inv_r3_2p, rtol=2e-3)
assert np.isclose(step * np.sum(u3d**2 / r**3), inv_r3_3d, rtol=2e-3)

# Spin-orbit shifts and splittings
alpha, hbar, c = const.fine_structure, const.hbar, const.c
hartree = const.physical_constants["Hartree energy"][0]
a0 = const.physical_constants["Bohr radius"][0]
xi_P, xi_D = alpha**2 * inv_r3_2p / 2, alpha**2 * inv_r3_3d / 2
shift_P = {1.5: xi_P / 2, 0.5: -xi_P}
shift_D = {2.5: xi_D, 1.5: -1.5 * xi_D}
split_P = shift_P[1.5] - shift_P[0.5]
split_D = shift_D[2.5] - shift_D[1.5]


def dirac_energy(n, j):
    k = j + 0.5
    effective_n = n - k + np.sqrt(k**2 - alpha**2)
    return (1 / np.sqrt(1 + (alpha / effective_n)**2) - 1) / alpha**2


# First order differs from Dirac by relative terms of order alpha^2
assert np.isclose(split_P, dirac_energy(2, 1.5) - dirac_energy(2, 0.5), rtol=1e-3)
assert np.isclose(split_D, dirac_energy(3, 2.5) - dirac_energy(3, 1.5), rtol=1e-3)

# SI strengths, decay rates and powers
gap = 1 / 8 - 1 / 18
omega = np.array([(gap + shift_D[a] - shift_P[b]) * hartree / hbar
                  for a, b in LINES])
unit_S = (const.e * a0)**2
S_SI = predicted * R**2 * unit_S
g_upper = np.array([2 * a + 1 for a, b in LINES])
A = omega**3 * S_SI / (3 * np.pi * const.epsilon_0 * hbar * c**3 * g_upper)
power = g_upper / 10 * hbar * omega * A
A_ratio, power_ratio = A / A[2], power / power[2]

# Golden rule summed over polarizations and integrated over photon directions,
# for the upper state m = 2, spin up, which belongs to J = 5/2
angular_sum = 0.0
for final in range(6):
    vec = np.array([d[0, final] for d in dipole])
    along = sum(n * v for n, v in zip(direction, vec))
    angular_sum += np.sum(weight * (np.sum(np.abs(vec)**2) - np.abs(along)**2))
golden = (omega[0]**3 * unit_S * R**2 * angular_sum
          / (8 * np.pi**2 * const.epsilon_0 * hbar * c**3))
assert np.isclose(golden, A[0], rtol=1e-10)
# Fine structure changes frequencies by a few parts in 1e5
assert np.allclose(A_ratio, [6, 5, 1], rtol=2e-4)
assert np.allclose(power_ratio, [9, 5, 1], rtol=2e-4)
assert np.isclose(A[0], A[1] + A[2], rtol=2e-4)

print("Lines are labelled J of D level - J of P level")
print(f"c_D, one electron = {per_D[0, 0].real:.6f} e^2 R^2")
print(f"c_P, one electron = {per_P[0, 0].real:.6f} e^2 R^2")
for name, s in zip(NAMES, direct):
    print(f"S({name}) from direct sum = {s:.6f} e^2 R^2")
print("direct ratio, one electron =", " : ".join(f"{x:.6f}" for x in direct / direct[2]))
print("direct ratio, three electrons =", " : ".join(f"{x:.6f}" for x in three / three[2]))
print(f"S(5/2-1/2) below 1e-12 e^2 R^2: {abs(forbidden) < 1e-12}")
print("Hydrogen 3d -> 2p")
print(f"Bohr radius = {a0:.6e} m")
print(f"radial integral R = {R:.5f} a0 = {R * a0:.5e} m")
print(f"2p splitting / h = {split_P * hartree / const.h / 1e9:.3f} GHz")
print(f"3d splitting / h = {split_D * hartree / const.h / 1e9:.3f} GHz")
print(f"frequency without splitting = {gap * hartree / const.h / 1e12:.4f} THz")
print(f"vacuum wavelength without splitting = {const.h * c / (gap * hartree) * 1e9:.3f} nm")
for i, name in enumerate(NAMES):
    print(f"{name}: frequency = {omega[i] / (2 * np.pi) / 1e12:.4f} THz")
    print(f"{name}: S = {S_SI[i]:.4e} C^2 m^2")
    print(f"{name}: A = {A[i]:.4e} s^-1")
    print(f"{name}: mean power per 3d atom = {power[i]:.4e} W")
print(f"total decay rate of J=5/2 = {A[0]:.4e} s^-1")
print(f"total decay rate of J=3/2 = {A[1] + A[2]:.4e} s^-1")
print(f"lifetime of J=5/2 = {1e9 / A[0]:.3f} ns")
print("ratio of A =", " : ".join(f"{x:.5f}" for x in A_ratio))
print("ratio of powers =", " : ".join(f"{x:.5f}" for x in power_ratio))
print("every check passed")
```

It prints:

```
Lines are labelled J of D level - J of P level
c_D, one electron = 0.400000 e^2 R^2
c_P, one electron = 0.666667 e^2 R^2
S(5/2-3/2) from direct sum = 2.400000 e^2 R^2
S(3/2-1/2) from direct sum = 1.333333 e^2 R^2
S(3/2-3/2) from direct sum = 0.266667 e^2 R^2
direct ratio, one electron = 9.000000 : 5.000000 : 1.000000
direct ratio, three electrons = 9.000000 : 5.000000 : 1.000000
S(5/2-1/2) below 1e-12 e^2 R^2: True
Hydrogen 3d -> 2p
Bohr radius = 5.291772e-11 m
radial integral R = 4.74799 a0 = 2.51253e-10 m
2p splitting / h = 10.949 GHz
3d splitting / h = 1.081 GHz
frequency without splitting = 456.9225 THz
vacuum wavelength without splitting = 656.112 nm
5/2-3/2: frequency = 456.9193 THz
5/2-3/2: S = 3.8891e-57 C^2 m^2
5/2-3/2: A = 6.4685e+07 s^-1
5/2-3/2: mean power per 3d atom = 1.1750e-11 W
3/2-1/2: frequency = 456.9291 THz
3/2-1/2: S = 2.1606e-57 C^2 m^2
3/2-1/2: A = 5.3908e+07 s^-1
3/2-1/2: mean power per 3d atom = 6.5285e-12 W
3/2-3/2: frequency = 456.9182 THz
3/2-3/2: S = 4.3213e-58 C^2 m^2
3/2-3/2: A = 1.0781e+07 s^-1
3/2-3/2: mean power per 3d atom = 1.3056e-12 W
total decay rate of J=5/2 = 6.4685e+07 s^-1
total decay rate of J=3/2 = 6.4688e+07 s^-1
lifetime of J=5/2 = 15.460 ns
ratio of A = 6.00004 : 5.00036 : 1.00000
ratio of powers = 9.00009 : 5.00048 : 1.00000
every check passed
```
